# Radial Dirac–Hartree–Fock equations for closed-shell atoms, part 1

(Sections cited here and not found follow in the second part.)

## A.1 Result

Hartree atomic units are used (\(\hbar=m_e=e=4\pi\epsilon_0=1\), \(c=1/\alpha\)). The Hamiltonian is the Dirac–Coulomb operator
\[ H=\sum_i h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V(r), \]
with the rest energy subtracted, no Breit term, and \(V=-Z/r\) unless stated otherwise. The state is one determinant in which every subshell \(a=(n_a,\kappa_a)\) is full and holds \(q_a=2j_a+1=2|\kappa_a|\) electrons in the spinors
\[ \psi_{am}=\frac1r\begin{pmatrix}P_a\,\Omega_{\kappa_a m}\\ iQ_a\,\Omega_{-\kappa_a m}\end{pmatrix},\qquad \phi_a=\begin{pmatrix}P_a\\Q_a\end{pmatrix}\ \text{real}. \]
Define
\[ \rho_{ab}=P_aP_b+Q_aQ_b,\qquad \frac{Y^k_{ab}(r)}{r}=\int_0^\infty\rho_{ab}(s)\,\frac{r_<^k}{r_>^{k+1}}\,ds, \]
\[ F^0(ab)=\int_0^\infty\rho_{aa}\frac{Y^0_{bb}}r\,dr,\qquad G^k(ab)=\int_0^\infty\rho_{ab}\frac{Y^k_{ab}}r\,dr, \]
where \(r_<\) and \(r_>\) are the smaller and larger of \(r\) and \(s\). The energy is
\[ E=\sum_a q_aI_a+\frac12\sum_{a,b}q_aq_b\Big[F^0(ab)-\sum_k\Lambda_{akb}G^k(ab)\Big],\tag{1} \]
with the terms \(a=b\) included, \(I_a=\int\phi_a\cdot h_{\kappa_a}\phi_a\,dr\), and
\[ \Lambda_{akb}=\begin{pmatrix}j_a&k&j_b\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2\Pi_{akb},\qquad \Pi_{akb}=\begin{cases}1&l_a+k+l_b\ \text{even}\\0&\text{otherwise.}\end{cases}\tag{2} \]
The energy is stationary when
\[ h_{\kappa_a}\phi_a+\sum_b q_b\Big[\frac{Y^0_{bb}}r\phi_a-\sum_k\Lambda_{akb}\frac{Y^k_{ab}}r\phi_b\Big]=\varepsilon_a\phi_a,\tag{3} \]
\[ h_\kappa\phi=\begin{pmatrix}VP+c(-Q'+\kappa Q/r)\\ c(P'+\kappa P/r)+(V-2c^2)Q\end{pmatrix}.\tag{4} \]
The squared 3j symbol alone is not the exchange weight: the parity factor \(\Pi\) belongs to it. The solutions of (3) make \(E\) stationary and do not make it minimal.

## A.2 Energy of a determinant

Write \(\Phi=(N!)^{-1/2}\sum_{\mathcal P}(-1)^{\mathcal P}\mathcal P\,\psi_1(1)\cdots\psi_N(N)\) with orthonormal spinors. An operator \(O\) symmetric in the electrons commutes with every permutation \(\mathcal P\). The double sum in \(\langle\Phi|O|\Phi\rangle\) therefore reduces to \(N!\) copies of one sum, and \(\langle\Phi|O|\Phi\rangle=\sum_{\mathcal P}(-1)^{\mathcal P}\langle\psi_1\cdots\psi_N|O|\mathcal P\psi_1\cdots\psi_N\rangle\). For \(h(i)\), orthonormality of the other \(N-1\) factors leaves only the identity. For \(1/r_{ij}\) it leaves the identity and the transposition of \(i\) and \(j\), whose sign is \(-1\). With \((ij|kl)=\iint\psi_i^\dagger\psi_j(1)\,r_{12}^{-1}\,\psi_k^\dagger\psi_l(2)\),
\[ E=\sum_i\langle i|h|i\rangle+\frac12\sum_{i,j}\big[(ii|jj)-(ij|ji)\big].\tag{5} \]
The terms \(i=j\) are zero, so they may be included and both sums run freely over whole subshells.

## A.3 Spinor harmonics and the radial operator

The harmonics are \(\Omega_{\kappa m}=\sum_\mu\langle l\,m-\mu\,\tfrac12\mu|jm\rangle Y_{l,m-\mu}\chi_\mu\) with Condon–Shortley phases, \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). The coefficient of \(Y_{l,m-1/2}\chi_+\) is \(\sqrt{(l+m+\tfrac12)/(2l+1)}\) for \(\kappa<0\) and \(-\sqrt{(l-m+\tfrac12)/(2l+1)}\) for \(\kappa>0\). Three properties are needed.

First, \(\mathbf J=\mathbf L+\boldsymbol\sigma/2\) gives \(\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\tfrac34\). This equals \(l\) for \(j=l+\tfrac12\) and \(-l-1\) for \(j=l-\tfrac12\), so in both cases \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}\).

Second, at the pole \(\theta=0\) one has \(Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}\). For \(m=\tfrac12\) only the \(\chi_+\) term survives, with value \(\sqrt{(l+1)/4\pi}\) for \(\kappa<0\) and \(-\sqrt{l/4\pi}\) for \(\kappa>0\). Since \(|\kappa|=q/2\),
\[ \Omega_{\kappa,1/2}(\theta=0)=-\operatorname{sgn}\kappa\,\sqrt{q/8\pi}\;\chi_+.\tag{6} \]

Third, \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\) commutes with \(\mathbf J\) and is odd under inversion. Hence \(\sigma_r\Omega_{\kappa m}\) has the same \(j,m\) and the opposite parity. A given \(j\) allows only \(l=j\pm\tfrac12\), which have opposite parities, so \(\sigma_r\Omega_{\kappa m}=\eta\,\Omega_{-\kappa m}\), and \(\eta\) does not depend on \(m\) because \(\sigma_r\) commutes with \(J_\pm\). At the pole \(\sigma_r=\sigma_z\) leaves \(\chi_+\) unchanged, and (6) gives \(-\operatorname{sgn}\kappa=\eta\operatorname{sgn}\kappa\). Therefore
\[ \sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}.\tag{7} \]

The Pauli identity gives \(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r\). Multiplying by \(\sigma_r\), with \(\sigma_r^2=1\), yields \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\). Use \(\partial_r(f/r)=(f'-f/r)/r\). On the upper component,
\[ \boldsymbol\sigma\cdot\mathbf p\,\frac Pr\Omega_\kappa=-\frac ir\Big(P'-\frac Pr+\frac{(\kappa+1)P}r\Big)\sigma_r\Omega_\kappa=\frac ir\Big(P'+\frac{\kappa P}r\Big)\Omega_{-\kappa}. \]
On the lower component \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_{-\kappa}=(\kappa-1)\Omega_{-\kappa}\) and \((-i)(i)=1\), so
\[ \boldsymbol\sigma\cdot\mathbf p\,\frac{iQ}r\Omega_{-\kappa}=\frac1r\Big(Q'-\frac Qr-\frac{(\kappa-1)Q}r\Big)\sigma_r\Omega_{-\kappa}=\frac1r\Big(-Q'+\frac{\kappa Q}r\Big)\Omega_\kappa. \]
In the standard representation \(\boldsymbol\alpha\) has \(\boldsymbol\sigma\) in its off-diagonal blocks, and \((\beta-1)c^2\) is \(0\) on the upper and \(-2c^2\) on the lower component. So \(h\psi\) has the form of \(\psi\) with \(\phi\) replaced by \(h_\kappa\phi\) of (4). The harmonics are normalised, hence \(\langle am|h|am\rangle=I_a\) for every \(m\).

Near a point nucleus put \(P=p\,r^\gamma\), \(Q=s\,r^\gamma\) and keep the terms in \(r^{\gamma-1}\): \(-Zp+c(\kappa-\gamma)s=0\) and \(c(\kappa+\gamma)p-Zs=0\). A nonzero solution needs \(\gamma^2=\kappa^2-Z^2/c^2\). The positive root is taken, and for \(|\kappa|=1\) it is real only if \(Z<c\). The operator is symmetric on such functions: in \(\int\phi_1\cdot h_\kappa\phi_2-\int\phi_2\cdot h_\kappa\phi_1\) the terms without derivatives cancel, and the rest is
\[ c\int(-P_1Q_2'-P_1'Q_2+Q_1P_2'+Q_1'P_2)\,dr=c\,[Q_1P_2-P_1Q_2]_0^\infty=0, \]
because the products vanish as \(r^{2\gamma}\) at the origin and decay at infinity.

## A.4 Pair densities and the direct term

The Coulomb operator is the unit matrix in spinor space, so only \(\psi_a^\dagger\psi_b\) enters (5). The factors \((-i)(i)=1\) give
\[ r^2\psi_a^\dagger\psi_b=P_aP_b\,\Omega_{\kappa_a}^\dagger\Omega_{\kappa_b}+Q_aQ_b\,\Omega_{-\kappa_a}^\dagger\Omega_{-\kappa_b}. \]
By (7), and because \(\sigma_r\) is Hermitian with unit square, \(\Omega_{-\kappa_a}^\dagger\Omega_{-\kappa_b}=\Omega_{\kappa_a}^\dagger\sigma_r^2\,\Omega_{\kappa_b}=\Omega_{\kappa_a}^\dagger\Omega_{\kappa_b}\) at every angle. Thus
\[ \psi_{am_a}^\dagger\psi_{bm_b}=\frac{\rho_{ab}(r)}{r^2}\,\Omega_{\kappa_am_a}^\dagger\Omega_{\kappa_bm_b}.\tag{8} \]
Large and small components share one angular factor, and this is the origin of the combination \(PP+QQ\). The Breit interaction contains \(\psi_a^\dagger\boldsymbol\alpha\psi_b\), which couples \(P\) to \(Q\), and is not covered by (8). Equation (8) also shows that spinors with different \(\kappa\) or \(m\) are orthogonal through the angles, and that for equal \(\kappa\) orthonormality means \(\int\rho_{ab}\,dr=\delta_{ab}\).

The Legendre generating function and the addition theorem give, with \(C^k_\nu=\sqrt{4\pi/(2k+1)}\,Y_{k\nu}\),
\[ \frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_{\nu=-k}^kC^k_\nu(1)\,C^{k*}_\nu(2).\tag{9} \]

A rotation mixes the \(\Omega_{\kappa m}\) of one subshell by a unitary matrix, so \(\sum_m\Omega_{\kappa m}^\dagger\Omega_{\kappa m}\) is unchanged by every rotation and is a constant. Its integral over the sphere is \(q\), so the constant is \(q/4\pi\). A full subshell \(b\) has the spherical density \(q_b\rho_{bb}/4\pi r^2\). Since \(\int C^{k*}_\nu\,d\Omega=4\pi\delta_{k0}\) and \(C^0_0=1\), only \(k=0\) survives in (9), and the subshell's potential is \(q_bY^0_{bb}/r\). Its expectation value in \(\psi_{am_a}\) is \(q_bF^0(ab)\), and the sum over \(m_a\) gives \(q_aq_bF^0(ab)\). In an open subshell the sums over \(m\) are incomplete and (1) does not hold in general. For \(j>\tfrac12\) direct terms with \(k>0\) can appear. For \(j=\tfrac12\) each spinor density is already spherical (for \(p_{1/2}\) by (7)), and only the exchange sum of A.5 changes.

## A.5 The exchange weight

Insert (8) and (9) in the exchange integral. The angular factor of electron 1 is \(\langle am_a|C^k_\nu|bm_b\rangle=\int\Omega_a^\dagger C^k_\nu\Omega_b\,d\Omega\). That of electron 2 is \(\int\Omega_b^\dagger C^{k*}_\nu\Omega_a\,d\Omega\), its complex conjugate. Hence
\[ (ab|ba)=\sum_kG^k(ab)\sum_\nu|\langle am_a|C^k_\nu|bm_b\rangle|^2. \]

Form the coupled function \(\Theta_{jm}=\sum_{\nu,m_b}\langle k\nu\,j_bm_b|jm\rangle\,C^k_\nu\Omega_{\kappa_bm_b}\). The product rule \(\mathbf J(C\Omega)=(\mathbf LC)\Omega+C(\mathbf J\Omega)\) means that \(\mathbf J\) acts on the product as a sum of two angular momenta, so \(\Theta_{jm}\) has quantum numbers \(j,m\). Its parity is \((-1)^{k+l_b}\). As in the argument for (7), \(j\) and parity fix one \(\kappa\), so \(\Theta_{jm}=A\,\Omega_{\kappa m}\) with \(l+k+l_b\) even and \(A\) independent of \(m\). At the pole \(C^k_\nu=\delta_{\nu0}\), so for \(m=\tfrac12\) only \(\nu=0\), \(m_b=\tfrac12\) contributes, and (6) on both sides gives
\[ A=\operatorname{sgn}\kappa\,\operatorname{sgn}\kappa_b\,\sqrt{q_b/q}\;\langle k0\,j_b\tfrac12|j\tfrac12\rangle. \]
The Clebsch–Gordan matrix is real and orthogonal, so \(C^k_\nu\Omega_b=\sum_j\langle k\nu\,j_bm_b|jm\rangle\Theta_{jm}\). Projection on \(\Omega_{\kappa_am_a}\) selects \(j=j_a\) and gives zero unless \(\kappa_a\) is the \(\kappa\) of the right parity:
\[ \langle am_a|C^k_\nu|bm_b\rangle=\langle k\nu\,j_bm_b|j_am_a\rangle\,A\,\Pi_{akb}. \]
Sum the square over \(\nu\) and \(m_b\). The squared coefficients add to one when \(|j_a-j_b|\le k\le j_a+j_b\); outside that range \(A=0\). A squared Clebsch–Gordan coefficient is \(2j+1\) times the squared 3j symbol, \(\langle k0\,j_b\tfrac12|j_a\tfrac12\rangle^2=q_a\begin{pmatrix}k&j_b&j_a\\0&\frac12&-\frac12\end{pmatrix}^2\), and a squared 3j symbol is unchanged by permuting columns or by reversing all signs in the lower row. Therefore
\[ \sum_{\nu,m_b}|\langle am_a|C^k_\nu|bm_b\rangle|^2=A^2\Pi_{akb}=q_b\Lambda_{akb}\quad\text{for every }m_a.\tag{10} \]
The same symmetries give \(\Lambda_{akb}=\Lambda_{bka}\). The sum over \(m_a\) makes the exchange term \(q_aq_b\sum_k\Lambda_{akb}G^k(ab)\), and with A.3 and A.4 equation (5) becomes (1).

The 3j symbol depends on \(j\) only and cannot distinguish \(s_{1/2}\) from \(p_{1/2}\). Take \(j_b=\tfrac12\). The coefficients quoted in A.3, with \(l\to k\) and \(m=\tfrac12\), give \(\langle k0\,\tfrac12\tfrac12|j\tfrac12\rangle^2=(k+1)/(2k+1)\) for \(j=k+\tfrac12\), where \(q=2k+2\), and \(k/(2k+1)\) for \(j=k-\tfrac12\), where \(q=2k\). Division by \(q\) gives a squared 3j symbol of
\[ \frac1{2(2k+1)}\quad\text{when one of the two } j \text{ is }\tfrac12\text{ and the other is }k\pm\tfrac12\ (\text{zero for other }k).\tag{11} \]
For \(j_a=j_b=\tfrac12\), \(k=1\) this is \(1/6\). It is the weight of an \(s_{1/2}\)–\(p_{1/2}\) pair, and only \(\Pi\) removes it from an \(s_{1/2}\)–\(s_{1/2}\) pair. Replacing \(\kappa\) by \(-\kappa\) shifts each \(l\) by one unit, so \(\Pi\) is the same whether computed from the large or the small components.

For \(a=b\), \(k=0\), \(\langle00\,j\tfrac12|j\tfrac12\rangle=1\) gives \(\Lambda_{a0a}=1/q_a\). Since \(G^0(aa)=F^0(aa)\), the monopole term within a subshell is \(\tfrac12q_a^2(1-1/q_a)F^0=\tfrac12q_a(q_a-1)F^0(aa)\), one \(F^0\) per pair of distinct electrons.

A sum rule follows from completeness. The \(\Omega_{\kappa_bm_b}\) of both \(j_b=l_b\pm\tfrac12\) span all states of orbital momentum \(l_b\), with projector \(\mathcal P_{l_b}\). Summing (10) over both gives \(\langle am_a|\sum_\nu C^k_\nu\mathcal P_{l_b}C^{k*}_\nu|am_a\rangle\). This operator is spin-free and rotationally invariant, so within \(l_a\) it is a number that may be evaluated on \(Y_{l_am}\). The pole argument repeated for \(Y\) gives \(A_0\sqrt{2l_a+1}=\langle k0\,l_b0|l_a0\rangle\sqrt{2l_b+1}\), and the number is \(A_0^2\):
\[ \sum_{j_b}q_b\Lambda_{akb}=(2l_b+1)\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2.\tag{12} \]

The energy (1) of a closed-shell determinant, with the exchange weights (2), has now been derived from the four-component spinors. It remains to obtain the radial equations (3) by variation, draw their consequences, and solve them numerically for Na⁺.
